# Work functions of different crystal faces and energy conservation: verification in Python

```python
"""
Result under test: an electron leaves a metal through face A (work function
W_A) and returns through face B (W_B). The work against the external field
from A to B is W_B - W_A, so the closed cycle costs no energy.

Model: infinitely long square bar; right and left faces are A, top and bottom
faces are B. Each face has a dipole layer raising the electron energy U by
D = W + bulk_fermi on the way out. Surface electrons are found by requiring a
uniform INTERIOR potential; the outside potential is never prescribed.
Units: micrometre and eV. e2 is the Gaussian e^2 in eV um.
g = e2 * (excess electrons per area), in eV/um. Force = -grad U.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e6
W_A, W_B = 5.3, 4.6          # rough values: tungsten (110) and (001)
bulk_fermi = 10.0            # round model value, must drop out
a = 50.0                     # half width of the bar
dW = W_A - W_B
corners = np.array([[a, -a], [a, a], [-a, a], [-a, -a]])
next_corners = np.roll(corners, -1, axis=0)
steps = np.array([W_A, W_B, W_A, W_B]) + bulk_fermi


class Bar:
    """Surface elements, finely graded towards the edges."""

    def __init__(self, n):
        half = a * np.r_[0, np.geomspace(1e-6, 0.3, n),
                         np.linspace(0.3, 1, n // 5)[1:]]
        side = np.r_[half, 2 * a - half[-2::-1]]
        start, tangent, length = [], [], []
        for c, d in zip(corners, next_corners):
            t = (d - c) / (2 * a)
            start.append(c + side[:-1, None] * t)
            tangent.append(np.tile(t, (len(side) - 1, 1)))
            length.append(np.diff(side))
        self.start = np.vstack(start)
        self.t = np.vstack(tangent)
        self.length = np.concatenate(length)
        self.normal = np.c_[self.t[:, 1], -self.t[:, 0]]

    def local(self, points):
        d = points[:, None, :] - self.start[None]
        u1 = np.sum(d * self.t, axis=2)
        v = np.sum(d * self.normal, axis=2)
        u2 = u1 - self.length
        angle = np.arctan2(v * self.length, v**2 + u1 * u2)
        return u1, u2, v, angle

    def log_integral(self, points):
        u1, u2, v, angle = self.local(points)
        return (0.5 * u1 * np.log(u1**2 + v**2)
                - 0.5 * u2 * np.log(u2**2 + v**2)
                - self.length + v * angle)

    def solve(self, electrons_per_um):
        """Surface electrons that make the interior potential uniform."""
        inside = (self.start + 0.5 * self.length[:, None] * self.t
                  - 1e-5 * self.length[:, None] * self.normal)
        m = len(inside)
        matrix = np.zeros((m + 1, m + 1))
        matrix[:m, :m] = -2 * self.log_integral(inside)
        matrix[:m, m] = -1.0
        matrix[m, :m] = self.length
        rhs = np.r_[-dipole_energy(inside), e2 * electrons_per_um]
        return np.linalg.solve(matrix, rhs)[:m]

    def force(self, points, g):
        u1, u2, v, angle = self.local(points)
        along = 0.5 * np.log((u1**2 + v**2) / (u2**2 + v**2))
        return (2 * (along * g) @ self.t + 2 * (angle * g) @ self.normal
                + dipole_force(points))


def dipole_energy(points):
    """Electron energy of the dipole layers, from the angles they subtend."""
    total = np.zeros(len(points))
    for c, d, step in zip(corners, next_corners, steps):
        p, q = c - points, d - points
        cross = p[:, 0] * q[:, 1] - p[:, 1] * q[:, 0]
        total -= step * np.arctan2(cross, np.sum(p * q, axis=1)) / (2*np.pi)
    return total


def dipole_force(points):
    def angle_gradient(q):
        return np.c_[q[:, 1], -q[:, 0]] / np.sum(q**2, axis=1)[:, None]
    total = np.zeros_like(points)
    for c, d, step in zip(corners, next_corners, steps):
        total += step / (2 * np.pi) * (angle_gradient(d - points)
                                       - angle_gradient(c - points))
    return total


nodes, weights = np.polynomial.legendre.leggauss(160)
nodes, weights = 0.5 * (nodes + 1), 0.5 * weights


def line(p, q):
    p, q = np.array(p, float), np.array(q, float)
    return p + nodes[:, None] * (q - p), np.tile(q - p, (len(nodes), 1))


def arc(centre, radius, first, last):
    th = first + nodes * (last - first)
    points = np.array(centre) + radius * np.c_[np.cos(th), np.sin(th)]
    return points, radius * (last - first) * np.c_[-np.sin(th), np.cos(th)]


def work(bar, g, path):
    """Work done against the force along a list of path pieces."""
    return sum(-np.sum(weights * np.sum(bar.force(x, g) * dx, axis=1))
               for x, dx in path)


bar = Bar(100)
g = bar.solve(0.0)
extra = 100.0
g_charged = bar.solve(extra)
no_charge = np.zeros_like(g)
long_path = [line([a, 0], [3*a, 0]), arc([0, 0], 3*a, 0, np.pi/2),
             line([0, 3*a], [0, a])]
inner_path = [line([0, a], [0, 0]), line([0, 0], [a, 0])]

# External work on very different paths, and absence of an inner field
work_long = work(bar, g, long_path)
radii = [1.0, 10.0]
work_arcs = [work(bar, g, [arc([a, a], r, -np.pi/2, np.pi)]) for r in radii]
work_charged = work(bar, g_charged, long_path)
work_inside = work(bar, g, inner_path)
for value in [work_long, work_charged] + work_arcs:
    assert abs(value - (W_B - W_A)) < 0.005 * dW
assert abs(work_inside) < 0.005 * dW
probe = np.array([[3.0, 7.0], [-20.0, 11.0], [25.0, -30.0]])
assert np.max(np.abs(bar.force(probe, g))) < 0.01 * dW / (2 * a)

# Dipole layers alone: the difference is shared with a field in the metal
outside_only = work(bar, no_charge, long_path)
inside_only = work(bar, no_charge, inner_path)
assert abs(outside_only + inside_only - (W_B - W_A)) < 1e-5
assert abs(inside_only) > 0.1 * dW

# Field and excess electrons at the centre of face A; mesh convergence
centre = np.array([[a + 0.01, 0.0]])
force_centre = bar.force(centre, g)[0, 0]
force_charged = bar.force(centre, g_charged)[0, 0]
coarse = Bar(50)
force_coarse = coarse.force(centre, coarse.solve(0.0))[0, 0]
assert abs(force_coarse / force_centre - 1) < 0.02
middle = np.argmin(np.sum((bar.start - [a, 0.0])**2, axis=1))
g_centre = g[middle]
assert g_centre > 0 and force_centre > 0
assert abs(4 * np.pi * g_centre / force_centre - 1) < 0.02
assert abs(force_charged / force_centre - 1) > 0.1

# Edge law: force = dW / (outside angle * r), on the bisector of the edge
force_edge = []
for r in radii:
    point = np.array([[a, a]]) + r / np.sqrt(2)
    force_edge.append(bar.force(point, g)[0] @ np.array([-1, 1])/np.sqrt(2))
edge_law = [dW / (1.5 * np.pi * r) for r in radii]
assert abs(force_edge[0] / edge_law[0] - 1) < 0.02


# Image energy from the charge induced on a plane, at distance x
def image_force(x):
    # substitution rho = x*s for the radius on the plane
    integral = quad(lambda s: s / (s*s + 1)**3, 0, np.inf)[0]
    return e2 * integral / x**2


x_image = 1.0
image_energy = -quad(image_force, x_image, np.inf)[0]
assert abs(image_energy / (-e2 / (4 * x_image)) - 1) < 1e-6


# Schottky lowering: highest point of image energy plus uniform pull
def barrier(pull):
    res = minimize_scalar(lambda s: e2 / (4*np.exp(s)) + pull*np.exp(s),
                          bounds=(np.log(1e-3), np.log(10)),
                          method="bounded", options={"xatol": 1e-8})
    assert abs(res.fun / np.sqrt(e2 * pull) - 1) < 1e-6
    return res.fun, np.exp(res.x)


low_centre, x_centre = barrier(force_centre)
low_edge, x_edge = barrier(edge_law[0])
dipole_sheet = dW / (4 * np.pi * e2) / 1e-4    # sheets 0.1 nm apart

print(f"W_A, tungsten (110), rough input: {W_A:.1f} eV")
print(f"W_B, tungsten (001), rough input: {W_B:.1f} eV")
print(f"bulk Fermi energy, model input: {bulk_fermi:.1f} eV")
print(f"bar width: {2*a:.0f} um")
print(f"W_A - W_B: {dW:.3f} eV")
print(f"dipole steps D_A, D_B: {steps[0]:.1f}, {steps[1]:.1f} eV")
print(f"external work A to B, long path: {work_long:.4f} eV")
for r, w in zip(radii, work_arcs):
    print(f"external work A to B, edge arc r={r:.0f} um: {w:.4f} eV")
print(f"work inside metal, B to A: {1e3*work_inside:.3f} meV")
print(f"cycle sum, long path: {1e3*(W_A + work_long - W_B):.3f} meV")
print(f"dipoles only, external work A to B: {outside_only:.4f} eV")
print(f"dipoles only, inside work B to A: {inside_only:.4f} eV")
print(f"extra electrons on charged bar: {extra:.0f} per um length")
print(f"charged bar, external work A to B: {work_charged:.4f} eV")
print(f"outward force, centre of A, neutral: {force_centre:.5f} eV/um")
print(f"outward force, centre of A, charged: {force_charged:.5f} eV/um")
print(f"field strength, centre of A, neutral: {force_centre*.01:.2e} MV/cm")
for r, f, law in zip(radii, force_edge, edge_law):
    print(f"edge force r={r:.0f} um, computed: {f:.5f} eV/um")
    print(f"edge force r={r:.0f} um, angle law: {law:.5f} eV/um")
print(f"edge field strength at 1 um, law: {edge_law[0]*.01:.2e} MV/cm")
print(f"excess electrons, centre of A: {g_centre/e2*1e8:.2e} per cm2")
print(f"dipole-difference sheet (0.1 nm gap): {dipole_sheet*1e8:.2e} per cm2")
print(f"image energy at {x_image:.0f} um: {1e3*image_energy:.3f} meV")
print(f"Schottky lowering, centre of A: {1e3*low_centre:.2f} meV")
print(f"barrier top distance, centre of A: {1e3*x_centre:.0f} nm")
print(f"Schottky lowering, 1 um from edge: {1e3*low_edge:.2f} meV")
print(f"barrier top distance, 1 um from edge: {1e3*x_edge:.0f} nm")
print(f"field penetration 0.1 nm, near edge: {edge_law[0]*1e-4:.2e} eV")
print(f"one-electron charging scale e^2/width: {e2/(2*a):.2e} eV")
print(f"thermal energy kT at 300 K: {const.k*300/const.e*1e3:.1f} meV")
print("no test failed")
```

It prints:

```
W_A, tungsten (110), rough input: 5.3 eV
W_B, tungsten (001), rough input: 4.6 eV
bulk Fermi energy, model input: 10.0 eV
bar width: 100 um
W_A - W_B: 0.700 eV
dipole steps D_A, D_B: 15.3, 14.6 eV
external work A to B, long path: -0.7000 eV
external work A to B, edge arc r=1 um: -0.7001 eV
external work A to B, edge arc r=10 um: -0.7001 eV
work inside metal, B to A: 0.001 meV
cycle sum, long path: -0.001 meV
dipoles only, external work A to B: -0.4934 eV
dipoles only, inside work B to A: -0.2066 eV
extra electrons on charged bar: 100 per um length
charged bar, external work A to B: -0.7000 eV
outward force, centre of A, neutral: 0.00534 eV/um
outward force, centre of A, charged: 0.00879 eV/um
field strength, centre of A, neutral: 5.34e-05 MV/cm
edge force r=1 um, computed: 0.14817 eV/um
edge force r=1 um, angle law: 0.14854 eV/um
edge force r=10 um, computed: 0.01408 eV/um
edge force r=10 um, angle law: 0.01485 eV/um
edge field strength at 1 um, law: 1.49e-03 MV/cm
excess electrons, centre of A: 2.95e+07 per cm2
dipole-difference sheet (0.1 nm gap): 3.87e+13 per cm2
image energy at 1 um: -0.360 meV
Schottky lowering, centre of A: 2.77 meV
barrier top distance, centre of A: 260 nm
Schottky lowering, 1 um from edge: 14.63 meV
barrier top distance, 1 um from edge: 49 nm
field penetration 0.1 nm, near edge: 1.49e-05 eV
one-electron charging scale e^2/width: 1.44e-05 eV
thermal energy kT at 300 K: 25.9 meV
no test failed
```
